# Midgap Decay Constant of a Semiconducting Nanotube from Massive Dirac Bands, part 1

(Sections cited here and not found follow in the second part.)

## I. The Dirac theory of the decay

**Theorem.** Let a semiconducting carbon nanotube have, near its gap, the massive Dirac bands

$$E^2=\Delta^2+(\hbar v k)^2,\qquad \Delta=\tfrac12E_g, \tag{1}$$

where $E$ is measured from midgap, $E_g$ is the gap, $k$ is the axial wave number measured from the band edge, and $v$ is the Dirac velocity. At an energy inside the gap the amplitude varies along the axis as $e^{\pm\kappa x}$, with

$$\kappa(E)=\frac{\sqrt{\Delta^2-E^2}}{\hbar v}. \tag{2}$$

This is largest at midgap, where

$$\boxed{\;\kappa_0=\frac{\Delta}{\hbar v}=\frac{E_g}{2\hbar v}\;} \tag{3}$$

To leading order in $1/d$, where $d$ is the tube diameter, $v$ is the Fermi velocity $v_F$ of the unrolled sheet and $\kappa_0=2/(3d)$.

The constant $\kappa_0$ belongs to the amplitude; the probability decays as $e^{-2\kappa_0x}$. In a contact, this is how states of the metal with energies near midgap penetrate the tube. In a transistor, it governs tunnelling through the gapped channel at energies near midgap; at other energies in the gap $\kappa(E)$ takes its place.

**Assumptions.** There is one $\pi$ orbital per atom, with matrix element $-t$ between nearest neighbours, $t>0$. The tube is uniform. Curvature, spin-orbit coupling and many-electron corrections are left out. No electromagnetic quantity enters the result, so it reads the same in Gaussian units as in any other system.

### Lemma 1: the velocity of the sheet

Let $a_{cc}$ be the bond length and $a=\sqrt3\,a_{cc}$. In plane coordinates $(X,Y)$ take the lattice vectors

$$\mathbf a_1=a\left(\tfrac{\sqrt3}{2},\tfrac12\right),\qquad \mathbf a_2=a\left(\tfrac{\sqrt3}{2},-\tfrac12\right).$$

Each cell has an atom A and an atom B. An A atom is bonded to the B atom of its own cell and to those of the cells displaced by $-\mathbf a_1$ and $-\mathbf a_2$. For Bloch amplitudes $\psi_A,\psi_B$ with wave vector $\mathbf k$,

$$E\psi_A=-tf\psi_B,\quad E\psi_B=-tf^*\psi_A,\quad f(\mathbf k)=1+e^{-i\mathbf k\cdot\mathbf a_1}+e^{-i\mathbf k\cdot\mathbf a_2}. \tag{4}$$

Substituting one equation into the other gives $|E|=t|f|$. At $\mathbf K=(0,4\pi/3a)$ the two phases are $\mathbf K\cdot\mathbf a_{1}=2\pi/3$ and $\mathbf K\cdot\mathbf a_2=-2\pi/3$, so $f=1+2\cos(2\pi/3)=0$. This is a Dirac point.

Put $\mathbf k=\mathbf K+\mathbf q$ and keep first order in $\mathbf q$:

$$f\simeq-i\left[\mathbf q\cdot\mathbf a_1e^{-2\pi i/3}+\mathbf q\cdot\mathbf a_2e^{2\pi i/3}\right].$$

The terms in $q_X$ have the coefficient $\tfrac{\sqrt3a}{2}\,2\cos\tfrac{2\pi}{3}=-\tfrac{\sqrt3a}{2}$ inside the bracket. Those in $q_Y$ have $\tfrac a2(e^{-2\pi i/3}-e^{2\pi i/3})=-i\tfrac{\sqrt3a}{2}$. Therefore

$$f\simeq i\,\frac{\sqrt3a}{2}(q_X+iq_Y),\qquad |E|=\hbar v_F|\mathbf q|,\qquad \hbar v_F=\frac{\sqrt3}{2}ta=\frac32ta_{cc}. \tag{5}$$

The other Dirac point, $-\mathbf K$, has the same energies because $f(-\mathbf k)=f(\mathbf k)^*$. $\square$

### Lemma 2: the gap set by the circumference

An $(n,m)$ tube is the sheet rolled so that $\mathbf C=n\mathbf a_1+m\mathbf a_2$ closes on itself, with $|\mathbf C|=\pi d$. The wave function must return to itself around the tube, hence $(\mathbf K+\mathbf q)\cdot\mathbf C=2\pi p$ with integer $p$. Since $\mathbf K\cdot\mathbf C=2\pi(n-m)/3$, the component of $\mathbf q$ along $\mathbf C$ is

$$q_c=\frac{2\pi}{|\mathbf C|}\left(p-\frac{n-m}{3}\right). \tag{6}$$

If $n-m$ is a multiple of 3, $q_c=0$ is allowed and this model has no gap. Otherwise $(n-m)/3$ lies one third away from the nearest integer, and

$$|q_c|_{\min}=\frac{2\pi}{3|\mathbf C|}=\frac{2}{3d},\qquad \Delta=\hbar v_F|q_c|_{\min}=\frac{2\hbar v_F}{3d}. \tag{7}$$

The next allowed line is two thirds of a spacing away, so in this linear approximation its half gap, and by (3) its midgap decay constant, is twice as large. In tubes wide enough for this approximation, the first subband therefore dominates far from a contact. The factor two is approached slowly: in the lattice model of Part II the ratio is 2.7 for the (13,0) tube and 1.6 for the (14,0) tube. $\square$

### Lemma 3: the one-dimensional Hamiltonian

Let $\mathbf C$ make the angle $\theta$ with the $X$ axis, and choose the axial direction as $(\sin\theta,-\cos\theta)$. For a circumferential component $q_c$ and an axial component $k$,

$$q_X+iq_Y=q_c(\cos\theta+i\sin\theta)+k(\sin\theta-i\cos\theta)=e^{i\theta}(q_c-ik),$$

because $\sin\theta-i\cos\theta=-ie^{i\theta}$. With (5), the first equation of (4) becomes $E\psi_A=-i\hbar v_Fe^{i\theta}(q_c-ik)\psi_B$. Remove the constant phase by writing $\psi_A=-ie^{i\theta}\chi_A$ and $\psi_B=\chi_B$:

$$E\chi_A=\hbar v_F(q_c-ik)\chi_B,\qquad E\chi_B=\hbar v_F(q_c+ik)\chi_A .$$

In terms of Pauli matrices this is $H=\hbar v_F(q_c\sigma_x+k\sigma_y)$. If $q_c$ is negative, the transformation $\sigma_yH\sigma_y$ reverses the sign of $\sigma_x$ and leaves $\sigma_y$ alone. We may therefore take the first coefficient as positive. For an envelope varying along the axis coordinate $x$, $k$ becomes $-i\,d/dx$:

$$H=\Delta\sigma_x-i\hbar v\sigma_y\frac{d}{dx}. \tag{8}$$

The rapid Bloch factor multiplying the envelope has unit modulus and does not affect the decay. In (8) the velocity is written as $v$, since all that follows needs only this form of $H$. For a plane wave, $H^2=\Delta^2+(\hbar vk)^2$, because $\sigma_x$ and $\sigma_y$ anticommute. This is (1). $\square$

### Proof of the theorem

Write the two-component envelope as $\psi$. The equation $H\psi=E\psi$ gives

$$-i\hbar v\,\sigma_y\psi'=(E-\Delta\sigma_x)\psi .$$

Multiply from the left by $i\sigma_y/(\hbar v)$, using $\sigma_y^2=1$ and $\sigma_y\sigma_x=-i\sigma_z$:

$$\psi'=\frac{i}{\hbar v}\left(E\sigma_y+i\Delta\sigma_z\right)\psi=M\psi,\qquad M=\frac{iE\sigma_y-\Delta\sigma_z}{\hbar v}=\frac1{\hbar v}\begin{pmatrix}-\Delta&E\\-E&\Delta\end{pmatrix}. \tag{9}$$

When $M$ is squared, the cross terms cancel because $\sigma_y$ and $\sigma_z$ anticommute:

$$M^2=\frac{\Delta^2-E^2}{(\hbar v)^2}. \tag{10}$$

The eigenvalues of $M$ have zero sum, so they are $\pm\kappa(E)$ with (2). For $|E|<\Delta$ they are real, and the general solution combines $e^{\kappa x}$ and $e^{-\kappa x}$. The square root in (2) is largest at $E=0$, which gives (3). With $v=v_F$ and (7),

$$\kappa_0=\frac{1}{\hbar v_F}\,\frac{2\hbar v_F}{3d}=\frac{2}{3d}. \tag{11}$$

The velocity has cancelled: in the Dirac limit the decay constant equals the transverse wave number. $\blacksquare$

**Remark 1: where such states exist.** In an infinite uniform tube both exponentials diverge on one side, so there is no state in the gap. At a contact or an end, the tube occupies one side of a boundary, and the solution that decays away from it stays finite. At a contact, metal states that couple to this solution can feed it. At a free end it must also satisfy the boundary condition there, so whether a gap state exists depends on how the tube is terminated.

**Remark 2: the sublattices.** At midgap $M=-\kappa_0\sigma_z$. The solution decaying towards positive $x$ has only its first component, and the growing one only its second. Each lives on one sublattice. At other energies the eigenvector $(u,w)$ with eigenvalue $-\kappa$ obeys $w/u=(\Delta-\hbar v\kappa)/E$. Since $E^2=(\Delta-\hbar v\kappa)(\Delta+\hbar v\kappa)$,

$$\frac{w^2}{u^2}=\frac{\Delta-\hbar v\kappa}{\Delta+\hbar v\kappa}. \tag{12}$$

The weights become equal at the band edge, where $\kappa=0$.

**Remark 3: the parabolic limit.** For small $k$ the upper band is $E\simeq\Delta+\hbar^2v^2k^2/(2\Delta)$, which defines the edge mass $m^*=\Delta/v^2$. At a depth $\varepsilon=\Delta-E$ below this edge, (2) gives

$$\kappa=\frac{\sqrt{2\Delta\varepsilon-\varepsilon^2}}{\hbar v}=\frac{\sqrt{2m^*\varepsilon}}{\hbar}\sqrt{1-\frac{\varepsilon}{2\Delta}}. \tag{13}$$

A single parabolic band keeps only the first factor. That is adequate for $\varepsilon\ll2\Delta$, but at midgap, $\varepsilon=\Delta$, it gives $\sqrt2\,\kappa_0$. The missing factor comes from the coupling to the other band, which bends $\kappa(E)$ back to zero at the valence edge.

### Proposition: transmission through a gapped length

Let the tube be gapped for $0<x<L$, between leads described by (8) with the same $v$ but $\Delta=0$. Let an electrostatic energy $U(x)$ act equally on both sublattices and vary slowly on the atomic scale, so that it does not mix the Dirac points. Then, for each mode and at every energy,

$$T\ge\frac{1}{\cosh^2\kappa_0L}, \tag{14}$$

with equality when $E-U=0$ throughout the gapped length.

**Proof.** Equation (9) holds with $E$ replaced by $E-U(x)$. Define the real matrix $P$ by $\psi(L)=P\psi(0)$. Since $M$ has zero trace, $\det P=1$; write

$$P=\begin{pmatrix}A&B\\C&D\end{pmatrix},\qquad P^{-1}=\begin{pmatrix}D&-B\\-C&A\end{pmatrix}.$$

In the leads the modes are eigenvectors of $\sigma_y$: $\chi_\pm=(1,\pm i)/\sqrt2$ move to the right and left with velocities $\pm v$. Let $r$ be the reflection amplitude and $\mathcal T$ the transmission amplitude. Matching at both ends gives $\mathcal T\chi_+=P(\chi_++r\chi_-)$. Apply $P^{-1}$, then project on $\chi_+$, which removes $r$:

$$\frac1{\mathcal T}=\chi_+^\dagger P^{-1}\chi_+=\tfrac12\left[A+D+i(C-B)\right].$$

Taking the squared modulus and using $AD-BC=1$,

$$T=|\mathcal T|^2=\frac{4}{F+2},\qquad F=A^2+B^2+C^2+D^2. \tag{15}$$

Next we bound $F$. The term $i(E-U)\sigma_y$ in $M$ is anti-Hermitian and drops out of the growth of the norm:

$$\frac{d}{dx}\psi^\dagger\psi=\psi^\dagger(M+M^\dagger)\psi=-2\kappa_0\,\psi^\dagger\sigma_z\psi. \tag{16}$$

The right side lies between $-2\kappa_0\psi^\dagger\psi$ and $+2\kappa_0\psi^\dagger\psi$. Hence $P$ stretches no vector by more than $e^{\kappa_0L}$. Its singular values are $s$ and $1/s$, as $\det P=1$, with $1\le s\le e^{\kappa_0L}$. Then $F=s^2+s^{-2}\le2\cosh2\kappa_0L$, and (15) gives (14) through $2\cosh2y+2=4\cosh^2y$. When $E-U=0$, $P$ is diagonal with entries $e^{\mp\kappa_0L}$ and the bound is reached. $\blacksquare$

Equation (16) gives $\kappa_0$ a wider meaning. In this Dirac model no smooth barrier shape, Schottky barriers included, can make the norm of the amplitude fall faster than $e^{-\kappa_0x}$. Where the local energy $E-U$ lies in the gap but away from midgap, the local decay constant $\kappa(E-U)$ is smaller than $\kappa_0$. The bound (14) on $T$ itself needs gapless leads. If the leads are doped sections of the same tube, with local energy $E_\ell$ and $|E_\ell|>\Delta$, the midgap transmission of a long section with abrupt ends is lower than $1/\cosh^2\kappa_0L$ by the factor $1-\Delta^2/E_\ell^2$. The exponent is unchanged.

## II. The lattice correction and a worked tube

The symbols carried over are these. The hopping is $t$, the bond length $a_{cc}$, the tube diameter $d$, the half gap $\Delta$, and the energy $E$ from midgap. The sheet velocity obeys $\hbar v_F=\tfrac32ta_{cc}$. Part I gave the midgap amplitude decay constant $\kappa_0=\Delta/(\hbar v)$, its Dirac limit $2/(3d)$, the edge mass $m^*=\Delta/v^2$, and the transmission $1/\cosh^2\kappa_0L$ at midgap between ideal gapless leads.

At finite diameter the bands are not perfect hyperbolas with the slope of the sheet. It then matters which velocity is put into $\Delta/(\hbar v)$. We answer this for zigzag tubes, for which the nearest-neighbour model can be solved in closed form.

### Lemma 4: a zigzag tube as a set of chains

In an $(n,0)$ tube each A atom has one bond parallel to the axis, to a B atom. That B atom has two further bonds, to A atoms of the next ring, displaced around the circumference by $\pm a/2$. The circumference is $na$, so these displacements are angles $\pm\pi/n$. For a wave function proportional to $e^{i\ell\varphi}$, with integer $\ell$ and angle $\varphi$, the two slanted bonds add to a single hopping

$$t\left(e^{i\pi\ell/n}+e^{-i\pi\ell/n}\right)=2t\cos\frac{\pi\ell}{n}.$$

Each $\ell$ is thus a chain with alternating hoppings $t$ and $ct$, where

$$c=2\left|\cos\frac{\pi\ell}{n}\right|,\qquad b=\frac32a_{cc}. \tag{17}$$

The period $b$ is the axial distance between successive A rings. If the cosine is negative, reversing the sign of the amplitudes in every second cell makes it positive. With cells numbered by $j$,

$$EA_j=-tB_j-ctB_{j-1},\qquad EB_j=-tA_j-ctA_{j+1}. \tag{18}$$

The values $\ell$ and $n-\ell$ have the same $c$; they are the two valleys. $\square$

The Dirac theory gives the midgap decay constant $\kappa_0=\Delta/(\hbar v)$, and each subband of a zigzag tube has been reduced to a chain with alternating hoppings $t$ and $ct$. It remains to solve these chains for the decay constant, to see which velocity the Dirac formula needs at finite diameter, and to examine the role of contacts and a worked example.
